# Why Tiny Magnetic Fields Begin to Suppress Weak Localization in Thin Films

**Question.** At low temperature, quantum interference slightly raises the resistance of a disordered metal film. This is weak localization. Why does a very small perpendicular magnetic field start to remove it, and what field is characteristic when electrons stay coherent over 1 micrometre?

**Answer.**

## Two ways round the same loop

An electron that diffuses back to its starting point can go round its loop in either direction. Without a field, and with spin left aside for now, time-reversal symmetry makes the two amplitudes equal. Calling each one $a$, the return probability is $|a+a|^2=4|a|^2$, twice the classical sum $2|a|^2$. Enhanced return means slower diffusion and a lower conductivity.

A field $B$ normal to the film gives a path the phase $\mp(e/\hbar)\oint\mathbf A\cdot d\mathbf l$, where $e>0$ and the sign depends on the direction of travel. By Stokes' theorem the integral is $BA$, with $A$ the signed enclosed area. The phases of the two directions therefore differ by

$$\varphi=\frac{2eBA}{\hbar},\qquad |a_1+a_2|^2=2|a|^2(1+\cos\varphi).$$

Loops of different area acquire different $\varphi$, and the average of $\cos\varphi$ falls. The largest coherent loops lose their interference first. They are far larger than the distance between collisions, which is why the field can be tiny.

## How loops enter the conductivity

Let $\tau$ be the elastic scattering time, $v$ the Fermi velocity, $\ell=v\tau$ the mean free path, $D=v^2\tau/3$ the diffusion constant and $N$ the density of states per spin and volume. Coherence decays as $e^{-t/\tau_\varphi}$, and $L=\sqrt{D\tau_\varphi}$. For $k_F\ell\gg1$ the Kubo formula is

$$\sigma_{3D}=\frac{2e^2\hbar}{2\pi V}\sum_{\mathbf k\mathbf k'}v_xv'_x\langle G^R_{\mathbf k\mathbf k'}G^A_{\mathbf k'\mathbf k}\rangle,\qquad G^{R}_{\mathbf k}=\frac{1}{-\epsilon+ i\gamma},\quad \gamma=\frac{\hbar}{2\tau},$$

where $G^A$ is the complex conjugate of $G^R$, the prefactor 2 counts spin, and $\epsilon$ is measured from the Fermi level.

Interference of reversed paths comes from the maximally crossed scattering sequences, in which $\mathbf k+\mathbf k'=\mathbf Q$ is small. One scattering event contributes $u=\hbar/(2\pi N\tau)$, by the golden rule. The propagation between two events contributes, by closing the energy integral around the pole at $\epsilon=i\gamma$,

$$\Pi=N\left\langle\int\frac{d\epsilon}{(\epsilon-i\gamma)(\epsilon-\hbar\mathbf v\cdot\mathbf Q+i\gamma)}\right\rangle
=\frac{2\pi N\tau}{\hbar}\left\langle\frac{1}{1+i\tau\mathbf v\cdot\mathbf Q}\right\rangle .$$

The angular average of the linear term vanishes and that of $(\mathbf v\cdot\mathbf Q)^2$ is $v^2Q^2/3$, so $u\Pi\simeq1-\tau DQ^2$. Loss of coherence subtracts a further $\tau/\tau_\varphi$. The geometric series of events gives

$$\Gamma(Q)=\frac{u}{1-u\Pi}=\frac{\hbar}{2\pi N\tau^2}\,\frac{1}{DQ^2+1/\tau_\varphi}.$$

Since $\mathbf k'\simeq-\mathbf k$, the velocity factor averages to $-v^2/3=-D/\tau$. The four outer Green functions give $N\int d\epsilon\,(\epsilon^2+\gamma^2)^{-2}=N\pi/(2\gamma^3)=4\pi N\tau^3/\hbar^3$. The product of all factors is

$$-\frac{e^2\hbar}{\pi}\cdot\frac D\tau\cdot\frac{4\pi N\tau^3}{\hbar^3}\cdot\frac{\hbar}{2\pi N\tau^2}=-\frac{2e^2D}{\pi\hbar}.$$

In a film of thickness $d\ll L$ only $\mathbf Q$ in the plane matters for long loops. The sheet conductance $\sigma=\sigma_{3D}d$ then changes by

$$\delta\sigma=-\frac{2e^2D}{\pi\hbar}\int\frac{d^2Q}{(2\pi)^2}\frac{1}{DQ^2+1/\tau_\varphi}
=-\frac{2e^2D}{\pi\hbar}\int_0^\infty dt\,C(t)\,e^{-t/\tau_\varphi}.$$

Here $C(t)=\int d^2Q\,e^{-DQ^2t}/(2\pi)^2=1/(4\pi Dt)$ is the density of diffusive return after time $t$. Diffusion has no meaning below $\tau$, so a factor $1-e^{-t/\tau}$ is inserted to cut off short times.

## The average over loops in a field

In a field, each path in $C$ is weighted by the phase difference of the two directions. A short step $\boldsymbol\Delta$ multiplies the weight by $e^{i\mathbf q\cdot\boldsymbol\Delta}$, with $\mathbf q=2e\mathbf A/\hbar$ (the overall sign is immaterial), and shifts the position by $e^{-\boldsymbol\Delta\cdot\nabla}$. To second order the two combine into $e^{-\boldsymbol\Delta\cdot(\nabla-i\mathbf q)}$. Averaging with $\langle\Delta_i\Delta_j\rangle=2D\,\delta t\,\delta_{ij}$ gives

$$\partial_tC=D\left(\nabla-\frac{2ie}{\hbar}\mathbf A\right)^2C .$$

This is a diffusion equation with charge $2e$. Take $\mathbf A=(0,Bx)$, solutions $e^{iky}f(x)$, and $\beta=2eB/\hbar$. A decay rate $D\lambda$ then requires

$$-f''+\beta^2(x-k/\beta)^2f=\lambda f,\qquad \lambda=\beta(2n+1),$$

which is the harmonic-oscillator equation. The decay rates are $(4eDB/\hbar)(n+\tfrac12)$. The values of $k$ are spaced by $2\pi/L_y$, and the centre $k/\beta$ must lie within $L_x$, so each level holds $\beta/2\pi$ states per area. Summing the geometric series,

$$C(t)=\frac{\beta}{2\pi}\sum_{n=0}^\infty e^{-\beta Dt(2n+1)}=\frac{\beta}{4\pi\sinh(\beta Dt)}=\frac{1}{4\pi Dt}\,\frac{x}{\sinh x},\qquad x=\frac{2eBDt}{\hbar}$$

(from here on $x$ is this number, not the coordinate). The ratio $x/\sinh x$ is the mean of $\cos\varphi$ over loops of duration $t$. For small $x$ it is $1-x^2/6$, while $\langle\cos\varphi\rangle\simeq1-\tfrac12(2eB/\hbar)^2\langle A^2\rangle$. Equating the two gives

$$\sqrt{\langle A^2\rangle}=\frac{Dt}{\sqrt3}.$$

A direct sample of 40,000 random closed paths, with line integrals taken in both directions, gave an rms area of $0.577\,Dt$, in agreement with $1/\sqrt3$. At $x=2$ its mean cosine was 0.548, against 0.551 from the formula.

## The characteristic field

The field matters when the spacing of its decay rates, $4eDB/\hbar$, reaches the rate $1/\tau_\varphi$ at which coherence is lost anyway:

$$\frac{4eDB_\varphi}{\hbar}=\frac1{\tau_\varphi}\quad\Longrightarrow\quad B_\varphi=\frac{\hbar}{4eD\tau_\varphi}=\frac{\hbar}{4eL^2}.$$

With $\hbar/e=6.582\times10^{-16}$ V s and $L=1$ µm,

$$B_\varphi=\frac{6.582\times10^{-16}\ \text{V s}}{4\times10^{-12}\ \text{m}^2}=1.6\times10^{-4}\ \text{T}=0.16\ \text{mT}=1.6\ \text{gauss}.$$

The factor 4 belongs to this definition; matching the lowest rate away from the film's edges, $2eDB/\hbar$, instead of the spacing would give $2B_\varphi$. The dependence on $1/L^2$ is common to both, so doubling $L$ divides the field by four. The flux $B_\varphi L^2$ is $1/(4\pi)=0.08$ of $h/2e$. The rms phase difference for loops of duration $\tau_\varphi$ is only 0.29 rad, and their mean cosine is still 0.96. Thus $B_\varphi$ marks the onset of suppression, not its completion.

## How much is suppressed

Write $s=t/\tau_\varphi$, $b=B/B_\varphi$, $\kappa=\tau_\varphi/\tau$ and $G_0=e^2/(2\pi^2\hbar)$. Then $x=bs/2$, and $\delta\sigma=-G_0R(b)$ with

$$R(b)=\int_0^\infty\frac{ds}{s}\,e^{-s}(1-e^{-\kappa s})\frac{bs/2}{\sinh(bs/2)} .$$

Expanding $1/\sinh(bs/2)=2\sum_n e^{-bs(n+1/2)}$ and integrating term by term gives

$$R(b)=\sum_{n=0}^\infty\left[\frac{1}{n+\frac12+\frac1b}-\frac{1}{n+\frac12+\frac{1+\kappa}b}\right]
=\psi\!\left(\tfrac12+\tfrac{1+\kappa}{b}\right)-\psi\!\left(\tfrac12+\tfrac1b\right),$$

where $\psi$ is the digamma function. Since $\psi(z)\simeq\ln z$ for large $z$, $R(0)=\ln(1+\kappa)$. For $b\ll\kappa$ the first digamma function is $\ln[(1+\kappa)/b]$, and the field raises the conductance by

$$\sigma(B)-\sigma(0)=G_0F(b),\qquad F(b)=\psi\!\left(\tfrac12+\tfrac1b\right)+\ln b .$$

At small $b$, the expansion $1-x/\sinh x\simeq b^2s^2/24$ and $\int_0^\infty s\,e^{-s}ds=1$ give $F\simeq b^2/24$. At large $b$, $F\simeq\ln b+\psi(\tfrac12)$. The growth is logarithmic because ever shorter loops must be dephased, and each factor in duration contributes equally to $\int dt/t$.

## A copper interconnect film

Take a copper film much wider than $L$, so that its edges matter little (reflecting edges raise $F(1)$ by about 9 % at a width of $10L$ and 3 % at $30L$), with $d=20$ nm, a rough residual resistivity of 5 µΩ cm and a chosen $L=1$ µm, at liquid-helium temperature. A free-electron model with one electron per atom gives $v=1.575\times10^8$ cm/s and $\tau=8.35$ fs. Hence $\ell=13$ nm, $k_F\ell=179$, and

$$D=\frac{(1.575\times10^8)^2(8.35\times10^{-15})}{3}=69\ \text{cm}^2/\text{s},\qquad
\tau_\varphi=\frac{(10^{-4}\ \text{cm})^2}{69\ \text{cm}^2/\text{s}}=145\ \text{ps}.$$

These are free-electron values. The electronic heat capacity of real copper implies a density of states about 1.2 to 1.4 times larger, which at the same resistivity gives $D$ near 50 to 56 cm²/s and $\tau_\varphi$ near 180 to 200 ps; $B_\varphi$ and $F(b)$ do not change, since $L$ is fixed. The sheet resistance is $R_\square=5\times10^{-6}/(2\times10^{-6})=2.5$ Ω, and $G_0=12.33$ µS. Without spin-orbit scattering the whole correction is $R(0)=9.76$, a relative resistance increase of $R_\square G_0R(0)=3.0\times10^{-4}$. At $B_\varphi$ the field removes

$$R_\square G_0F(1)=2.5\times12.33\times10^{-6}\times0.0365=1.1\times10^{-6}$$

of the resistance, or 0.37 % of the correction. At $10B_\varphi=1.6$ mT it removes $2.35\times10^{-5}$. Loops of duration $\tau_\varphi$ lose half their contribution at 0.72 mT, but halving the whole correction takes about 150 mT. The diffusive description becomes steadily less accurate as the field approaches $\hbar/(4eD\tau)\approx2.9$ T, where the spacing of the decay rates equals the collision rate $1/\tau$.

The classical magnetoresistance vanishes for free electrons with a single $\tau$; in a real metal at low field it is roughly of order $(\mu B)^2$, with mobility $\mu=e\tau/m$ and a factor that depends on the Fermi surface and the scattering. At $B_\varphi$ this estimate is $6\times10^{-14}$, far below the interference signal. The Zeeman phase gathered in $\tau_\varphi$ at this field is 0.004 rad. The diffusion formula gives the first mode across the thickness a decay rate of about $25{,}000/\tau_\varphi$. This exceeds even the collision rate $1/\tau$, so the number is only rough, but it shows that long loops are two-dimensional. The shortest are not well described, since $\ell$ is close to $d$; this makes the cutoff approximate, and with it the whole correction, the share removed at $B_\varphi$ and the 150 mT, but leaves $B_\varphi$ unchanged. A sharp cutoff at $t=\tau$ in place of the smooth one gives $R(0)=9.2$, a share of 0.40 % and a halving field of 115 mT; a sharp cutoff at $3\tau$ gives 8.1, 0.45 % and 66 mT.

## When spin reverses the low-field response

Spin-orbit scattering rotates the spin by $U$ on a loop and by $U^{-1}$ on its reverse. Averaged over initial spin and summed over final spin, the interference is multiplied by $\tfrac12\mathrm{Tr}[(U^{-1})^\dagger U]=\tfrac12\mathrm{Tr}\,U^2=\cos\theta$, where $\theta$ is the total rotation angle. The corresponding rotation matrix of ordinary vectors has trace $1+2\cos\theta$. Many small isotropic rotations reduce its mean to $e^{-t/\tau_t}$ times the unit matrix, with trace $3e^{-t/\tau_t}$; this defines the triplet time $\tau_t$. Therefore

$$\langle\cos\theta\rangle=\frac{3e^{-t/\tau_t}-1}{2}.$$

Loops longer than $\tau_t\ln3$ now interfere destructively. Let $r=\tau_\varphi/\tau_t$. The first term decays as $e^{-(1+r)s}$, and rescaling $s$ turns its integral into $F(b/(1+r))$:

$$\sigma(B)-\sigma(0)=G_0\left[\tfrac32F\!\left(\frac{b}{1+r}\right)-\tfrac12F(b)\right].$$

The last term keeps the scale $B_\varphi$. At low field the bracket is $\frac{b^2}{24}\left[\frac{3}{2(1+r)^2}-\frac12\right]$, which changes sign at $r=\sqrt3-1$. For $L=1$ µm, a small field raises the conductance if the triplet length $\sqrt{D\tau_t}$ exceeds 1.17 µm.

For copper I take a rough triplet length of 0.5 µm, so $r=4$. The conductance changes by $-0.016\,G_0$ at 0.16 mT, $-0.21\,G_0$ at 1.6 mT and $+0.54\,G_0$ at 16 mT. The last sign depends on the assumed triplet length: below about 0.37 µm the change at 16 mT is still negative. In this model the small field first destroys the antilocalizing contribution of long loops, and the resistance rises before it falls.

## Narrow lines and working temperature

Real interconnects depart from the example in width and temperature. In a line of width $W\ll L$, with $\ell\ll W$, loops cannot spread sideways beyond $W$. With $\mathbf A$ along the line and $|\mathbf A|=B|y|$ measured from its centre, the lowest mode is nearly uniform and decays at

$$D\left(\frac{2eB}{\hbar}\right)^2\langle y^2\rangle=D\,\frac{4e^2B^2}{\hbar^2}\,\frac{W^2}{12}=\frac{De^2B^2W^2}{3\hbar^2}.$$

Setting this equal to $1/\tau_\varphi=D/L^2$ gives $B=\sqrt3\,\hbar/(eWL)$. For $W=50$ nm and the same $L$ this is roughly 23 mT. Because $\ell$ is about a quarter of $W$, part of the flux cancels along straight flights between the walls, and the field rises to about 24 mT for specular walls and 26 mT for diffuse ones. The film field defined in the same way, by the lowest rate away from the edges, is $2B_\varphi=0.33$ mT, about 70 times smaller. This compares decay rates, not the share of the correction removed. At 300 K, a rough phonon resistivity of 1.7 µΩ cm, with every phonon collision assumed to destroy coherence, gives a coherence length near 11 nm. That is shorter than the film thickness and close to the mean free path, which phonons reduce to about 10 nm, so the diffusive two-dimensional theory no longer applies. The 0.16 mT scale therefore belongs to a cold, wide film with micrometre coherence, not to a chip at its working temperature. The numerical output lists most of the values used here.

## Numbers as computed

```
TESTS OF THE THEORY
rms loop area, sampled: 0.577 D t
rms loop area, formula: 0.577 D t
loop factor x=0.5: sampled 0.959, formula 0.960
loop factor x=1.0: sampled 0.851, formula 0.851
loop factor x=2.0: sampled 0.548, formula 0.551
loop factor x=4.0: sampled 0.143, formula 0.147
Kubo prefactor: 0.63662 e^2 D/hbar
ladder D: 0.3328 v_F^2 tau
spin factor t/tau_t=0.3: sampled 0.613, formula 0.611
spin factor t/tau_t=1.0: sampled 0.053, formula 0.052
COPPER FILM, INPUTS
coherence length: 1.0 um
thickness: 20 nm
residual resistivity: 5.0 uohm cm
lattice constant: 0.361 nm
COPPER FILM, DERIVED
electron density: 8.502e+22 cm^-3
Fermi velocity: 1.575e+08 cm/s
elastic time: 8.35 fs
mean free path: 13.1 nm
k_F times mean free path: 179
diffusion constant: 69.0 cm^2/s
coherence time: 145 ps
tau_phi/tau: 17359
sheet resistance: 2.50 ohm
G0: 12.331 uS
FIELD SCALES
B_phi: 0.1646 mT = 1.646 gauss
B_phi L^2: 0.0796 of h/2e
rms phase at B_phi, t=tau_phi: 0.289 rad
loop factor at B_phi, t=tau_phi: 0.960
field halving loops of tau_phi: 0.717 mT
field halving whole correction: 154 mT
elastic field hbar/(4 e D tau): 2856 mT
SIZE OF THE EFFECT, NO SPIN-ORBIT COUPLING
whole correction: 9.76 G0
whole correction, dR/R: 3.01e-04
B=0.165 mT: F=0.0365, dR/R=-1.12e-06
B=1.646 mT: F=0.7620, dR/R=-2.35e-05
B=16.455 mT: F=2.6902, dR/R=-8.29e-05
share removed at B_phi: 0.37 %
NEGLECTED EFFECTS
triplet length: 0.5 um, r=4.0
with spin-orbit, B=0.165 mT: -0.0158 G0
with spin-orbit, B=1.646 mT: -0.2071 G0
with spin-orbit, B=16.455 mT: 0.5446 G0
low-field sign change: r=0.732, triplet length 1.17 um
line of 50 nm, field scale: 22.8 mT
classical (mobility B)^2 at B_phi: 5.8e-14
Zeeman phase at B_phi: 4.2e-03 rad
first thickness mode rate: 24674 /tau_phi
phonon resistivity, 300 K: 1.7 uohm cm
coherence length estimate, 300 K: 11 nm
```
